\section*{Resonance energy of one electron shared by two distant donors}

To estimate a hopping rate or the width of an impurity band, one has to decide which number to enter as the transfer energy between two donors. One candidate is the bare integral of the far ion's potential between the two donor orbitals; the other is the smaller quantity left after the overlap of those orbitals has been dealt with. For donors eight Bohr radii apart the two differ by a factor of 1.7, and a hopping probability that goes as the square of the transfer energy changes by a factor of 3. Within the two-orbital approximation the smaller quantity is the right one, because it is the one that splits the levels.

Consider two identical donor ions $a$ and $b$ of charge $+e$, a distance $R$ apart, sharing one electron. The band is isotropic and parabolic with mass $m^*$, and the host enters through its permittivity $\kappa$ (Gaussian notation). Lengths are measured in the donor radius $a=\hbar^2\kappa/(m^*e^2)$ and energies in $e^2/(\kappa a)$, so that
\begin{equation}
H=-\tfrac12\nabla^2-\frac1{r_a}-\frac1{r_b}.
\end{equation}
The repulsion between the ions is a constant and cannot affect a level splitting, so it is omitted. An isolated donor has the orbital $\phi=e^{-r}/\sqrt\pi$ and the energy $-\tfrac12$. The resonance energy $I$ is defined as half the splitting between the odd and even states, $I=(E_--E_+)/2$; the full splitting is $2I$.

In the molecular-orbital approximation the electron is restricted to the two donor orbitals. Reflection symmetry then fixes the states as $\phi_a\pm\phi_b$. Define
\begin{equation}
S=\langle a|b\rangle,\qquad J=\langle a|\tfrac1{r_b}|a\rangle,\qquad K=\langle a|\tfrac1{r_b}|b\rangle .
\end{equation}
Since $(-\tfrac12\nabla^2-1/r_a)\phi_a=-\tfrac12\phi_a$, letting $H$ act on $\phi_a$ gives $H_{aa}=-\tfrac12-J$ and $H_{ba}=-\tfrac12S-K$. The orbitals are real, so $H_{ab}=H_{ba}$. The norm of $\phi_a\pm\phi_b$ is $2(1\pm S)$, and therefore
\begin{equation}
E_\pm=\frac{H_{aa}\pm H_{ab}}{1\pm S}=-\frac12-\frac{J\pm K}{1\pm S}.
\end{equation}
Subtracting the two levels,
\begin{equation}
I=\frac12\,\frac{(J+K)(1-S)-(J-K)(1+S)}{1-S^2}=\frac{K-SJ}{1-S^2}.
\label{lcao}
\end{equation}
The bare integral $K$ is reduced by the product $SJ$.

The integrals $S$ and $K$ are simplest in the coordinates $\xi=(r_a+r_b)/R\ge1$ and $\eta=(r_a-r_b)/R$, with $|\eta|\le1$ and volume element $(R^3/8)(\xi^2-\eta^2)\,d\xi\,d\eta\,d\varphi$. The product $\phi_a\phi_b$ equals $e^{-R\xi}/\pi$. The azimuthal integral gives $2\pi$, and the $\eta$ integral of $\xi^2-\eta^2$ gives $2\xi^2-\tfrac23$. Hence
\begin{align}
S&=\frac{R^3}{4}\int_1^\infty e^{-R\xi}\Big(2\xi^2-\frac23\Big)d\xi\nonumber\\
&=\frac{R^3}{2}e^{-R}\Big[\Big(\frac1R+\frac2{R^2}+\frac2{R^3}\Big)-\frac1{3R}\Big]
=e^{-R}\Big(1+R+\frac{R^2}3\Big).
\end{align}
For $K$ the extra factor is $1/r_b=2/[R(\xi-\eta)]$, which cancels one factor of $\xi^2-\eta^2=(\xi-\eta)(\xi+\eta)$:
\begin{equation}
K=\frac{R^2}{2}\int_1^\infty e^{-R\xi}\,2\xi\,d\xi=R^2e^{-R}\Big(\frac1R+\frac1{R^2}\Big)=e^{-R}(1+R).
\end{equation}
The integral $J$ is the potential at distance $R$ from a spherical charge cloud with radial density $4r^2e^{-2r}$. Charge inside $R$ acts as if it sat at the centre, and a shell of radius $r>R$ contributes $1/r$:
\begin{align}
J&=\frac1R\int_0^R4r^2e^{-2r}dr+\int_R^\infty4r\,e^{-2r}dr\nonumber\\
&=\frac1R\big[1-e^{-2R}(1+2R+2R^2)\big]+e^{-2R}(1+2R)
=\frac1R-e^{-2R}\Big(1+\frac1R\Big).
\end{align}

The numerator of (\ref{lcao}) can now be assembled. Up to a term of order $R^2e^{-3R}$, which comes from the exponential part of $J$,
\begin{equation}
K-SJ\simeq e^{-R}\Big[(R+1)-\Big(\frac R3+1+\frac1R\Big)\Big]=e^{-R}\Big(\frac{2R}3-\frac1R\Big).
\end{equation}
The denominator $1-S^2$ differs from one by an exponentially small amount. With the units restored, the leading term for $R\gg a$ is
\begin{equation}
I=\frac23\,\frac{e^2}{\kappa a}\,\frac Ra\,e^{-R/a}.
\label{main}
\end{equation}
The bare integral tends to $(e^2/\kappa a)(R/a)e^{-R/a}$, and the overlap term takes away one third of it.

That share is a limit, and it is approached slowly. From the expressions above,
\begin{equation}
\frac{SJ}{K}\simeq\frac{\frac13+\frac1R+\frac1{R^2}}{1+\frac1R}=\frac13\Big(1+\frac2R+\dots\Big),
\end{equation}
which is still 0.42 at $R=8$ and 0.36 at $R=24$. The difference $K-SJ$ behaves much better. The constants $+1$ in $K$ and in $SJ$ cancel, so the first correction to (\ref{main}) is of relative order $1/R^2$. A bare integral evaluated at finite distance and reduced by one third therefore does not reproduce the two-orbital result: at $R=8$ it gives $\tfrac23\cdot9\,e^{-8}=6.0\,e^{-8}$, where (\ref{lcao}) gives $5.2\,e^{-8}$. That it lies close to the numerical value found below, $5.9\,e^{-8}$, is due to errors that offset each other: the share taken away is too small, and the two-orbital result is itself too low.

The physical content of the subtraction shows when the numerator is written as
\begin{equation}
K-SJ=\langle a|\,\frac1{r_b}-J\,|b\rangle .
\end{equation}
Seen from donor $a$, the far ion mostly supplies a nearly uniform potential energy $-J\approx-1/R$. A uniform potential moves no electron from one site to the other, yet it contributes to $K$ because the two orbitals are not orthogonal. Its contribution is $S/R\approx(R/3)e^{-R}$, of the same order as $K$ itself, because $S$ carries one more power of $R$ than $K$ does. In the same way, adding a constant $c$ to $H$ changes $H_{ab}$ by $cS$ but leaves $E_--E_+$ alone. The ambiguity disappears if the two molecular states are normalized to $\psi_\pm$ and combined into orthogonal site orbitals $(\psi_+\pm\psi_-)/\sqrt2$. The matrix element of $H$ between these is $(E_+-E_-)/2=-I$. This is the quantity that belongs in a tight-binding model with orthogonal sites.

Formula (\ref{main}) is the large-distance limit of the two-orbital approximation, and it is not the large-distance limit of the Hamiltonian itself. The splitting is governed by the tail of the wave function midway between the donors, and there the far ion distorts the orbital by a factor that does not tend to one. To find the true coefficient, let $\psi_\pm$ now be the true normalized even and odd states, with $z$ running from $a$ at $0$ to $b$ at $R$, and let $\psi_{a,b}=(\psi_+\pm\psi_-)/\sqrt2$ be localized on the two donors. Multiply the equation for $\psi_-$ by $\psi_+$, subtract the reverse product, and integrate over the half space $z<R/2$. The potential terms cancel, and Green's theorem turns the rest into an integral over the midplane:
\begin{equation}
(E_--E_+)\int_{z<R/2}\psi_+\psi_-\,dV=-\frac12\int_{z=R/2}\big(\psi_+\partial_z\psi_--\psi_-\partial_z\psi_+\big)dS .
\end{equation}
On the midplane $\psi_-=0$ and $\partial_z\psi_+=0$, so $\psi_+=\sqrt2\,\psi_a$ and $\partial_z\psi_-=\sqrt2\,\partial_z\psi_a$. On the left, $\psi_+\psi_-=(\psi_a^2-\psi_b^2)/2$ integrates to $\tfrac12$ up to exponentially small terms. Thus
\begin{equation}
I=-\int_{z=R/2}\psi_a\,\partial_z\psi_a\,dS .
\label{flux}
\end{equation}

With the undistorted orbital, $\partial_z\phi_a=-(R/2r)\phi_a$ on the midplane and $dS=2\pi r\,dr$, so that (\ref{flux}) gives
\begin{equation}
R\int_{R/2}^\infty e^{-2r}dr=\frac R2\,e^{-R}.
\end{equation}
The same orbital yields the coefficient $\tfrac12$ here and $\tfrac23$ in the matrix calculation. Such a disagreement shows that its tail is not a solution of the two-ion problem. Put $\psi_a=g\phi_a$, with $g=1$ at donor $a$. The energy is $-\tfrac12-1/R$ up to terms too small to matter over a path of length $R/2$. Because $\nabla\phi_a=-\phi_a\hat{\mathbf r}$, the cross term $-\nabla g\cdot\nabla\phi_a$ of the kinetic energy equals $+\phi_a\,\partial_rg$. The term $\nabla^2g$ is of order $g/R^2$ and is dropped against terms of order $g/R$. What remains is
\begin{equation}
\partial_rg=\Big(\frac1{r_b}-\frac1R\Big)g .
\end{equation}
On the axis $r_b=R-z$, and integration from $0$ gives
\begin{equation}
g(z)=\frac{R}{R-z}\,e^{-z/R},\qquad g^2(R/2)=\frac4e .
\end{equation}
The flux crosses the midplane within a radius of order $\sqrt R$, small compared with $R$, so the axial value of $g$ suffices at leading order, and the derivative of $g$ adds a relative correction of order $1/R$. Hence
\begin{equation}
I\to\frac4e\cdot\frac R2\,e^{-R}=\frac2e\,R\,e^{-R},\qquad \frac2e=0.736 .
\end{equation}
The two-orbital coefficient $\tfrac23$ is 9\% below this value. Both molecular-orbital energies are upper bounds to the true levels, but their difference is not a bound of either kind.

The two-centre equation separates in $\xi$ and $\eta$ and can be solved numerically, which tests this argument. The ratio $I/(Re^{-R})$ comes out as 0.739 at $R=8$, 0.749 at $R=16$ and 0.747 at $R=24$, and values from $R=12$ to 24 extrapolate to 0.7360 at infinite distance. The approach is not monotonic: the ratio rises above its limit and then descends. The two-orbital ratio grows from 0.651 to 0.665 between $R=8$ and $R=24$.

As an example take $\kappa=11.7$, $a=2$ nm and $R=16$ nm, in the regime of shallow donors in silicon. The spacing corresponds to a density $1/R^3=2.4\times10^{17}$ cm$^{-3}$. The energy unit is $e^2/(\kappa a)=61.5$ meV, the binding energy is half of that, 30.8 meV, and the corresponding mass is $0.31\,m_0$. With $R/a=8$ and $e^{-8}=3.355\times10^{-4}$,
\begin{equation}
I=\tfrac23\times61.54\ \text{meV}\times8\times3.355\times10^{-4}=0.110\ \text{meV}=110\ \mu\text{eV}.
\end{equation}
The separate pieces are $K=0.186$ meV and $SJ=0.078$ meV, which leave 0.108 meV, a splitting of 0.215 meV. The numerical solution of the same model gives $I=0.122$ meV. The full two-orbital value is thus 12\% too low and the leading formula 10\% too low, the latter being slightly closer because it overestimates the two-orbital result.

Equal sharing also requires equal donors. If their levels differ by $\Delta$, the Hamiltonian in the orthogonal site orbitals and its level spacing $G$ are
\begin{equation}
\begin{pmatrix}-\Delta/2&-I\\-I&\Delta/2\end{pmatrix},\qquad G=\sqrt{\Delta^2+4I^2}.
\end{equation}
Let $w$ be the weight of the lower state on the lower donor. Differentiating the energy $-G/2$ of that state with respect to $\Delta$ gives $-\Delta/2G$, which must equal the expectation value $\tfrac12-w$ of the differentiated matrix. Hence
\begin{equation}
w=\frac12\Big(1+\frac\Delta G\Big),\qquad 1-w\simeq\frac{I^2}{\Delta^2}\quad(\Delta\gg2I).
\end{equation}
The second form shows how the square of $I$ enters hopping between unequal sites. In a compensated crystal the mismatch can come from charged acceptors. One acceptor on the pair axis, 50 nm beyond the nearer donor, produces
\begin{equation}
\Delta=\frac{e^2}{\kappa}\Big(\frac1{50\ \text{nm}}-\frac1{66\ \text{nm}}\Big)=0.60\ \text{meV},
\end{equation}
nearly three times $2I$. With the two-orbital value of $I$, the spacing becomes 0.63 meV and 97\% of the electron sits on the lower donor. The resonance energy is still the coupling, but the picture of a shared electron no longer holds. Without the mismatch, at 4.2 K, where $k_BT=0.36$ meV, the odd state would hold 0.55 times the population of the even one with the two-orbital splitting, and 0.51 times with the numerical one.

Real silicon departs from the model in several ways. One is through the exponent, where small changes of length are amplified. The conduction valleys of silicon have masses of roughly $m_t=0.19$ and $m_l=0.92$ in units of $m_0$. For one valley, take the trial function $\exp[-(\rho^2/a_t^2+z^2/a_l^2)^{1/2}]$, with $z$ now along the valley axis. Rescaling the axes turns it into the hydrogenic orbital, for which each squared gradient component averages to $\tfrac13$ and $1/r$ to 1, so its energy is
\begin{equation}
E=\frac{\hbar^2}{6m_0}\Big(\frac2{m_ta_t^2}+\frac1{m_la_l^2}\Big)-\frac{e^2}{\kappa}\int_0^1\!\frac{dc}{\sqrt{a_t^2(1-c^2)+a_l^2c^2}} .
\end{equation}
The minimum lies at $a_t=2.44$ nm and $a_l=1.40$ nm, with a binding energy of 29.6 meV. With the prefactor of $I$ held fixed, replacing $e^{-R/a}$ by $e^{-R/a_t}$ multiplies $I$ by about 4 for a pair perpendicular to the valley axis, and $e^{-R/a_l}$ multiplies it by about 0.03 for a pair along it. Both factors are rough. A numerical solution of the one-valley two-donor problem at this distance gives 3.6 and 0.02 times the isotropic value. Using the asymptotic decay lengths $\hbar/\sqrt{2mE}$, about 2.6 and 1.2 nm, with the same fixed prefactor would do worse (6 and 0.004), because the prefactor changes with the masses as well. The measured binding energy of phosphorus is roughly 45 meV, well above the model's 30.8 meV, because the potential near the ion departs from that of a screened point charge and also couples the valleys, and the model leaves out both effects. If the tail length scales as the inverse square root of the binding energy, it falls from 2 to 1.65 nm, and $I$ is multiplied by about 0.19. These factors are separate estimates of the exponential and should not be multiplied together. Finally, each valley's contribution carries a phase set by its wave vector, roughly 0.85 of $2\pi/(0.54\ \text{nm})$. A change of 0.32 nm in the separation along a valley axis would reverse the sign of that valley's term. Donors on lattice sites cannot move by exactly this amount, but a lattice step with a component of 0.27 nm along the axis already changes the phase by $0.85\pi$. The real ground state is an equal sum over the six valleys, so a one-valley factor is not the factor of a pair. For a pair along a cube axis, four valleys are perpendicular to the pair and carry no phase; they dominate, and $I$ comes out near 2.7 times formula (\ref{main}) before the deeper level is allowed for. In other directions the valley terms can nearly cancel. For a particular pair in silicon, formula (\ref{main}) therefore gives only a scale: typically off by a factor of a few, and too large by more than a factor of ten where the valleys cancel. The missing 10\% in its coefficient matters where the isotropic model itself is the object of study.

\section*{Table of computed values}
\begin{verbatim}
Large-distance limits, reduced units
LCAO I/(R exp(-R)) at R = 200 a: 0.66664
overlap share S J/K at R = 200 a: 0.3367
numerical coefficient extrapolated to infinite R: 0.7360
2/e: 0.7358; LCAO 2/3 divided by 2/e: 0.9061
midplane integral at R = 2000 a, bare: 0.5000, dressed: 0.7358
R/a, S J/K, LCAO I/(R exp(-R)), numerical I/(R exp(-R))
   6  0.4524  0.6403  0.7169
   8  0.4213  0.6511  0.7386
  12  0.3910  0.6597  0.7488
  16  0.3762  0.6628  0.7491
  20  0.3675  0.6642  0.7481
  24  0.3617  0.6649  0.7469
Example
permittivity: 11.7; donor radius: 2.0 nm; distance: 16.0 nm
R/a: 8.0; exp(-R/a): 3.3546e-04
density 1/R^3: 2.44e+17 cm^-3
isotropic mass: 0.3096 m0
energy unit e^2/(kappa a): 61.54 meV; binding energy: 30.77 meV
overlap S: 0.01018; J: 0.12500 units; K: 3.01916e-03 units
bare integral K: 0.1858 meV; overlap term S J: 0.0783 meV
I, leading formula: 0.1101 meV = 110.1 ueV
I, full LCAO: 0.1075 meV; splitting 2I: 0.2151 meV
I, numerical two-centre solution: 0.1220 meV
basis shift of numerical I (14 to 20 radial functions): 6.8e-15 meV
leading formula / numerical: 0.9026
Neglected effects
rough masses: transverse 0.19 m0, longitudinal 0.92 m0
one-valley variational binding: 29.61 meV
its shift from 20 to 60 angular nodes: 4.4e-11 meV
one-valley radii: transverse 2.436 nm, longitudinal 1.397 nm
exponential factor on I, transverse pair: 4.19
exponential factor on I, longitudinal pair: 0.0315
rough real binding: 45 meV; tail length: 1.654 nm
exponential factor on I from the deeper level: 0.187
rough lattice constant: 0.543 nm; valley at 0.85 of 2 pi/lattice
displacement along valley axis that flips its sign: 0.319 nm
acceptor distance: 50 nm; donor detuning: 0.5967 meV
gap with detuning: 0.6343 meV; weight on lower donor: 0.9704
temperature: 4.2 K; kT: 0.3619 meV
upper/lower population ratio without detuning: 0.552
\end{verbatim}
